# Tagless forward walking in diffusion Monte Carlo: bias, variance and settings, part 1

(Sections cited here and not found follow in the second part.)

## Result

The forward-walking option estimates the pure expectation value \(A_{00}=\langle\phi_0|A|\phi_0\rangle\) of a multiplicative observable \(A(R)\) from a diffusion Monte Carlo population distributed as \(\psi_T\phi_0\). Every walker carries a number \(P\), set to zero at the start of a block and copied to each offspring at branching. During \(M\) accumulation steps each walker adds \(A(R)\) to \(P\) after branching. During \(L\) further transport steps \(P\) is only copied. The estimate is
\[
\hat A=\frac{1}{M N_{\rm f}}\sum_{i=1}^{N_{\rm f}}P_i ,
\]
with \(N_{\rm f}\) the final population. With time step \(\delta\), forward time \(\tau=L\delta\) and \(N\) walkers, to leading order in \(1/N\), for \(\tau\) beyond the initial transient and \(\gamma\tau\ll N\),
\[
\langle\hat A\rangle-A_{00}\simeq B\,e^{-\Delta\tau},\qquad N\,\mathrm{Var}\,\hat A\simeq v_0+s\,\tau,\qquad s=\gamma\,\sigma^2F_M .
\]
Here \(\Delta\) is the lowest excitation energy that couples to both \(\psi_T\) and \(A\phi_0\), \(\gamma\) is the rate per walker at which branching creates ordered pairs of siblings, each sibling weighted by its expected long-time progeny, \(\sigma^2\) is the variance of \(A\) in \(\phi_0^2\), and \(F_M\le1\) is the reduction from averaging over the block. With \(N_{\rm tot}\) equal to \(N\) times the number of independent blocks, the mean square error is least at
\[
\tau^*=\frac{1}{2\Delta}\ln\frac{2\Delta B^2N_{\rm tot}}{s}.
\]
With \(L=0\) the bias falls only as \(1/M\), and at short \(\tau\) the variance can fall before it rises. The program that checks these statements and its output are printed after this text.

## Conventions and the mean kernel

Units are \(\hbar=m=1\). \(H=-\tfrac12\nabla^2+V\) is real, \(\phi_0\) is nodeless and non-degenerate (in a fixed-node run, the ground state within one nodal pocket), \(\psi_T>0\), and \(E_L=H\psi_T/\psi_T\). One step moves a walker from \(R\) to \(R'\) with density \(T(R'|R)\), forms
\[
w(R,R')=\exp\{-\delta[\tfrac12(E_L(R)+E_L(R'))-E_T]\},
\]
and puts \(n=\lfloor w+u\rfloor\) copies at \(R'\), with \(u\) uniform on \([0,1)\). The move is assumed reversible: \(\psi_T^2(R)T(R'|R)=\psi_T^2(R')T(R|R')\).

Write \(w=\ell+\epsilon\) with \(\ell=\lfloor w\rfloor\). Then \(n=\ell+1\) with probability \(\epsilon\) and \(n=\ell\) otherwise, so \(\mathrm E\,n=w\) and
\[
q\equiv\mathrm E\,n(n-1)=(1-\epsilon)\ell(\ell-1)+\epsilon(\ell+1)\ell=\ell(\ell-1+2\epsilon)=\ell(2w-\ell-1).
\]
For \(w<2\) this is \(q=2(w-1)_+\), where \((y)_+=\max(y,0)\). Define \(K(R,R')=T(R'|R)\,w\), \(Q(R,R')=T(R'|R)\,q\), \((Kg)(R)=\int K(R,R')g(R')\,dR'\) and \(\langle f,g\rangle=\int fg\,dR\).

Dividing the reversibility condition by \(\psi_T(R)\psi_T(R')\), and using \(w(R,R')=w(R',R)\), shows that \(\mathcal S(R,R')=\psi_T(R)K(R,R')/\psi_T(R')\) is symmetric. Let \(\phi_n\) be its orthonormal eigenfunctions. \(E_T\) is held at the value that makes the top eigenvalue 1, and the others, taken positive, are written \(\lambda_n=e^{-(E_n-E_0)\delta}\). For \(\delta\to0\), \(K\simeq1+\delta(\mathcal L-E_L+E_T)\) with \(\mathcal L=\tfrac12\nabla^2+\nabla\ln\psi_T\cdot\nabla\). The product rule gives \(\psi_T\mathcal L(g/\psi_T)=\tfrac12\nabla^2g-g\,\nabla^2\psi_T/(2\psi_T)\), and \(E_L=V-\nabla^2\psi_T/(2\psi_T)\), so \(\psi_T(\mathcal L-E_L)\psi_T^{-1}=-H\) and \(\mathcal S\to e^{-\delta(H-E_T)}\) with \(E_T\to E_0\). At finite \(\delta\), \(\phi_n\) and \(E_n\) belong to \(\mathcal S\), and \(A_{00}\) contains a time-step error that forward walking does not remove.

With \(c_n=\langle\phi_n,\psi_T\rangle\), set \(f=\psi_T\phi_0/c_0\) and \(h=c_0\phi_0/\psi_T\), so that \(\langle f,1\rangle=1\), \(fh=\phi_0^2\) and \(\langle f,h\rangle=1\). From \(K=\psi_T^{-1}\mathcal S\psi_T\) and \(\mathcal S\phi_0=\phi_0\) follow \(Kh=h\) and \(\langle f,Kg\rangle=\langle\phi_0,\mathcal S\psi_Tg\rangle/c_0=\langle f,g\rangle\). The second relation says that \(f\), the mixed distribution, is the stationary mean density of walkers.

## What the sum of P measures

A walker \(i\) alive after step \(j\le M\) adds \(A(R_i(j))\) to its \(P\). Each later step either deletes this term with the walker or passes one copy of it to each offspring. By induction over the steps, the term appears at the end once in every descendant, so
\[
\sum_iP_i=\sum_{j=1}^M\sum_iA(R_i(j))\,n_i(j),\qquad\sum_in_i(j)=N_{\rm f}\ \text{ for each } j,
\]
where \(n_i(j)\) is the number of final descendants; the second relation holds because every final walker has exactly one ancestor at step \(j\). \(\hat A\) is therefore the average of \(M\) descendant-weighted snapshots with \(k=L+M-j\) forward steps, \(k=L,\dots,L+M-1\). The identity holds for every realisation and needs no family labels. The program rebuilds \(n_i(j)\) from a stored genealogy of 500 starting walkers and finds 0.5137918577 by both routes.

The sum reweights positions by a function of position, which turns \(f\) into \(fh=\phi_0^2\). For an operator with derivatives the recorded quantity would be \(A\psi_T/\psi_T\), and the limit \(\int\phi_0^2\,(A\psi_T/\psi_T)\,dR\) in general differs from \(A_{00}\); for \(A=H\) the paragraph on weights without branching shows that it lies below \(E_0\) whenever \(\psi_T\) is not proportional to \(\phi_0\). The option applies to multiplicative observables only.

## Bias

Let \(m_{1,k}(R)\) be the mean number of descendants after \(k\) steps of a walker at \(R\). Conditioning on the first step gives \(m_{1,k}=Km_{1,k-1}\) with \(m_{1,0}=1\), hence
\[
m_{1,k}=\psi_T^{-1}\mathcal S^k\psi_T=\psi_T^{-1}\sum_nc_n\lambda_n^k\phi_n\;\to\;h .
\]
For \(N\to\infty\) a snapshot tends to the ratio of mean numerator and mean denominator. The denominator per walker is \(\langle f,m_{1,k}\rangle=1\), and the numerator gives
\[
A_k=\langle f,A\,m_{1,k}\rangle=A_{00}+\sum_{n>0}\frac{c_n}{c_0}A_{0n}\,e^{-(E_n-E_0)k\delta},\qquad A_{0n}=\langle\phi_0|A|\phi_n\rangle .
\]
At \(k=0\) this is the mixed estimate. A state contributes only if \(c_nA_{0n}\ne0\), which defines \(\Delta\). Keeping that state, with \(b=(c_n/c_0)A_{0n}\) and \(r=e^{-\Delta\delta}\), the block mean is a geometric sum:
\[
\bar A_L=A_{00}+\frac bM\sum_{k=L}^{L+M-1}r^k=A_{00}+B\,r^L,\qquad B=b\,\frac{1-r^M}{M(1-r)} .
\]
At \(L=0\) and \(\Delta M\delta\gg1\) the bias is \(b/[M(1-r)]\): the last steps of the block have had no forward time, and their share falls only as \(1/M\). The single exponential fails if several gaps are close or if the spectrum is gapless, where the sum must be kept whole.

The spectral formula is tested in the continuum on \(V=x^2/2+x^4/4\), \(\psi_T=e^{-x^2/2}\), \(A=x^2\), against a finite-difference solution of \(\partial_\tau m_1=(\mathcal L-E_L+E_0)m_1\). Both give 0.410433, 0.366401, 0.357310 and 0.355370 at \(\tau=0,\,0.5,\,1,\,1.5\), with pure value 0.354840. The decay rate between the last two points is 3.079, against \(E_2-E_0=3.078\); \(c_1\) vanishes by parity.

## Variance

**Linearisation.** Take \(N\) independent founders drawn from \(f\), with \(E_T\) fixed. For each family let \(n\) be its final size and \(Y=\sum(P-M\bar A_L)\) over its final members, so \(\mathrm E\,n=1\) and \(\mathrm E\,Y=0\). Then \(\hat A-\bar A_L=\sum Y/(M\sum n)\). Write \(\sum n=N(1+\varepsilon)\) with \(\varepsilon=N^{-1}\sum(n-1)\) and expand \(1/(1+\varepsilon)\simeq1-\varepsilon\). Terms that join different families average to zero, which leaves
\[
\mathrm{Var}\,\hat A\simeq\frac{\mathrm E\,Y^2}{NM^2},\qquad\langle\hat A\rangle-\bar A_L\simeq-\frac{\mathrm E[nY]}{NM}.
\]
The expansion needs \(\mathrm{Var}\,n\ll N\). The second expression is the ratio bias.

**Second moment of the progeny.** The \(n\) copies at \(R'\) evolve independently. For a sum of \(n\) independent, identically distributed \(X_i\), the mean square is \(n\,\mathrm EX^2+n(n-1)(\mathrm EX)^2\). Averaging over \(n\) and \(R'\),
\[
m_{2,k}=Km_{2,k-1}+Q\,m_{1,k-1}^2,\qquad m_{2,k}=K^k1+\sum_{j=0}^{k-1}K^{k-1-j}Q\,m_{1,j}^2 .
\]
For any \(g\), \(K^ig=h\langle f,g\rangle\) plus terms that decay geometrically in \(i\), and \(m_{1,j}\to h\) geometrically. Provided \(\langle f,Qh^2\rangle\) is finite (it can diverge for a trial function that is much too narrow; in the continuum oscillator below it does for \(\alpha\ge3\), and at finite \(\delta\), where \(q\) grows as \(w^2\), somewhat earlier, from \(\alpha\approx2.5\) at \(\delta=0.1\)), the decaying parts sum to a function \(\chi\) that stays bounded in \(k\), so
\[
m_{2,k}\simeq\gamma\,k\delta\,h+\chi,\qquad\gamma\delta=\langle f,Qh^2\rangle,\qquad\gamma\xrightarrow{\delta\to0}\int fh^2\,2(E_0-E_L)_+\,dR .
\]
The limit uses \(q\simeq2\delta(E_0-E_L)_+\) and \(R'\to R\). Only births enter, since \(n(n-1)\) counts ordered pairs of siblings, and each sibling is weighted by its expected progeny \(h\).

**Snapshot.** For a value recorded on the founders, \(Y=a\,n\) with \(a=A-A_k\), so \(N\,\mathrm{Var}=\langle f,a^2m_{2,k}\rangle\). The growing part is \(\gamma\tau\langle f,a^2h\rangle=\gamma\tau\sigma^2\).

**Block.** Let \(a=A-\bar A_L\). A walker that carries the centred value \(p\) contributes \(np+Z\) to \(Y\), where \(Z\) is the sum of everything added later. With \(s_1=\mathrm EZ\), \(d=\mathrm E[nZ]\), \(s_2=\mathrm EZ^2\), all functions of position, the mean is \(pm_1+s_1\) and the mean square is \(G(p)=p^2m_2+2pd+s_2\). One step back in time, the parent's copies at \(R'\) each carry \(p+a(R')\), and the rule for sums gives
\[
G^{\rm parent}(p)=K\,G(p+a)+Q\,[(p+a)m_1+s_1]^2 .
\]
Define \(s_1'=am_1+s_1\), \(d'=am_2+d\), \(s_2'=a^2m_2+2ad+s_2\), so that \(G(p+a)=p^2m_2+2pd'+s_2'\). Matching powers of \(p\),
\[
s_1\leftarrow Ks_1',\qquad d\leftarrow Kd'+Q(m_1s_1'),\qquad s_2\leftarrow Ks_2'+Qs_1'^2,
\]
with \(m_1,m_2\) advanced as before. Starting from \(m_{1,L}\), \(m_{2,L}\), \(s_1=d=s_2=0\) and iterating \(M\) times gives \(\mathrm EY^2=\langle f,s_2\rangle\) and \(\mathrm E[nY]=\langle f,d\rangle\). In a running simulation the walkers at the start of a block are already related. Further iterations with \(a=0\) move the independent founders into the past and include this. Each adds \(\langle f,Qs_1^2\rangle\) to \(\mathrm EY^2\); because \(\langle f,s_1\rangle=0\), \(s_1\) decays geometrically and the additions converge.

**Slope.** The \(Q\) terms contain only \(m_1\) and \(s_1\), which stay bounded as \(L\) grows. The growth comes from \(m_{2,L}\), propagated by \(G(p)\leftarrow KG(p+a)\). Iterating from \(G=p^2m_{2,L}\) and setting \(p=0\) for the founder,
\[
\int f(R_0)\prod_{j=1}^MK(R_{j-1},R_j)\Big(\sum_{j=1}^Ma(R_j)\Big)^2\gamma\tau\,h(R_M)\,dR_0\cdots dR_M .
\]
Define \(\Pi(R,R')=K(R,R')h(R')/h(R)\). It is normalised because \(Kh=h\), and \(\phi_0^2=fh\) is stationary under it because \(f\) is a left eigenvector of \(K\). The factors of \(h\) telescope: \(f(R_0)\prod K\,h(R_M)=\phi_0^2(R_0)\prod\Pi\). The ancestral line of a distant descendant is thus a stationary chain in the pure distribution. With \(C(k)\) the normalised autocorrelation of \(A\) in that chain, division by \(M^2\) gives
\[
s=\gamma\sigma^2F_M,\qquad F_M=\frac1{M^2}\sum_{j,j'=1}^MC(|j-j'|).
\]
The same argument applied to \(d\) gives a growing part \(\gamma\tau M(A_{00}-\bar A_L)=-\gamma\tau MBr^L\to0\), so at order \(1/N\) the ratio bias stays bounded in \(\tau\).

**Long blocks.** The source term at accumulation step \(j\) contains \(Q[(\sum_{i\le j}a)\,m_1]^2\), whose leading part for large \(j\) is \(\gamma\delta\,\sigma^2j^2F_j\). If \(jF_j\to\Theta=\sum_{k=-\infty}^\infty C(|k|)\), then \(M^{-2}\sum_j\gamma\delta\sigma^2\Theta\,j\to\gamma\delta\sigma^2\Theta/2\). \(N\,\mathrm{Var}\,\hat A\) approaches this constant for large \(M\), as long as \(\gamma M\delta\ll N\), instead of falling as \(1/M\), because the early part of a long block has a forward time of order \(M\delta\). At fixed \(N\) and \(\gamma M\delta\gg N\) most of the block is carried by a single ancestral line, and \(\mathrm{Var}\,\hat A\) falls again, as about \(\sigma^2\Theta/M\). This limit is derived at leading order in \(1/M\) and is not among the tests.

**Loss of ancestors.** Let \(p_k(R)\) be the probability that a family survives \(k\) steps. For \(n\le2\), \(1-(1-p)^n=np-\tfrac12n(n-1)p^2\) exactly, so for \(w<2\), \(p_k=Kp_{k-1}-\tfrac12Qp_{k-1}^2\). When \(p\) is small the linear term dominates and \(p_k\simeq\bar p_kh\) with \(\bar p_k=\langle f,p_k\rangle\). Projection on \(f\) gives \(\bar p_k=\bar p_{k-1}-\tfrac12\gamma\delta\,\bar p_{k-1}^2\), so \(1/\bar p\) grows at the rate \(\gamma/2\) and \(\bar p\simeq2/(\gamma\tau)\). About \(2N/(\gamma\tau)\) founders then carry all of \(P\). When \(\gamma\tau\) becomes of order \(N\) this estimate leaves only a few lines and the linear law cannot continue; that regime lies outside the \(1/N\) expansion and is not tested.

**Weights without branching.** If \(W=\prod w\) is carried instead, \(\mathrm EW^2=(Tw^2)^k1\). The generator is \(\mathcal L-2(E_L-E_0)\), which the similarity transformation maps to \(2E_0-(H+E_L)\). The growth is exponential with rate \(2E_0-E_0[H+E_L]\), where \(E_0[\cdot]\) is the lowest eigenvalue, provided \(H+E_L\) is bounded below; otherwise no finite rate exists (in the oscillator below, for \(\alpha^2>2\)). The trial state \(\phi_0\) bounds the rate from below by \(\int\phi_0^2(E_0-E_L)\,dR\). From \(\mathcal Lh=(E_L-E_0)h\) and \(\int\psi_T^2h\mathcal Lh=-\tfrac12\int\psi_T^2|\nabla h|^2\), this bound equals \(\tfrac12\int\psi_T^2|\nabla h|^2\,dR/c_0^2\), positive unless \(\psi_T\propto\phi_0\).

**Population control.** With \(E_T\to E_T-\tau_c^{-1}\ln(N/N_0)\), all weights of a step are multiplied by one factor that differs from 1 by a relative amount of order \(N^{-1/2}\). A common factor scales numerator and denominator alike, which suggests that the leading-order formulas survive. This is an argument and not a proof; it is tested numerically in the example. The \(1/N\) bias under control is not derived.

This part has derived, to leading order in \(1/N\), the exponential decay of the bias with forward time and the linear growth of the variance beyond its initial transient. What remains is to derive the optimal forward time, test the formulas on the harmonic oscillator, and choose the settings.
